# Counting ferroelectric domain states of a cubic perovskite

**Question**

I am trying to count the ferroelectric domain states of a cubic perovskite (space group \(Pm\bar3m\)) when it develops a uniform polarization along a cube edge, a face diagonal or a body diagonal. The three phases are tetragonal, orthorhombic and rhombohedral.

My first attempt was to divide the order of the cubic point group, 48, by the order of the symmetry group of the distorted cell's shape. That gives \(48/16=3\) for \(4/mmm\), \(48/8=6\) for \(mmm\) and \(48/12=4\) for \(\bar3m\). But then up and down polarization count as one state, which cannot be right for a ferroelectric.

The orthorhombic case confuses me further. Its conventional cell has twice the volume of the cubic cell, so should I multiply by two for lost translations? And if I fix the first mistake, do I multiply by two again?

What is the correct count, why does it work, and does it survive in a real crystal with fields, stress and surfaces?

**Answer**

Your first division counts strain states, not polarization states. The group to divide by is the one that leaves the whole distorted structure unchanged, including the sign of its polarization. The orthorhombic cell brings no extra factor, because its doubled conventional cell is centred.

**What is being counted**

Let \(G\) be the symmetry group of the cubic parent and \(S\) one distorted structure. Every \(g\) in \(G\) turns \(S\) into a structure \(gS\) of equal energy, since the energy is invariant under \(G\). The distinct structures obtained in this way are the domain states. A specimen may contain thousands of domains, but each is in one of these states. I compare states in the fixed orientation of the parent and ignore the small rotations by which neighbouring domains fit together at a wall.

Let \(F\) be the subgroup of operations with \(fS=S\). Two operations give the same state when

\[
gS=hS\iff h^{-1}gS=S\iff h^{-1}g\in F\iff gF=hF .
\]

There is therefore one state for each left coset of \(F\). The cosets are disjoint and equally large, so their number is the index

\[
n=\frac{|G|}{|F|}.
\]

**Do translations matter?**

Space groups are infinite, so take a periodic block of \(N\) parent cells. The parent has \(N\) translations and 48 point operations, hence \(|G|=48N\). Suppose the distortion multiplies the volume of the primitive cell by \(m\). Then \(N/m\) translations survive. If the point group of the distorted crystal has \(|P_F|\) elements, each of them occurs with \(N/m\) different translations, and

\[
|F|=|P_F|\frac Nm,\qquad
n=\frac{48N}{|P_F|N/m}=\frac{48}{|P_F|}\,m .
\]

A zone-centre distortion is the same in every cell. All primitive translations survive, apart from the small homogeneous strain of the lattice, so \(m=1\).

For the orthorhombic phase the conventional edges are \(\mathbf a+\mathbf b\), \(\mathbf a-\mathbf b\) and \(\mathbf c\). Their volume is

\[
|[(\mathbf a+\mathbf b)\times(\mathbf a-\mathbf b)]\cdot\mathbf c|
=|-2(\mathbf a\times\mathbf b)\cdot\mathbf c|=2V .
\]

However, \(\mathbf a=\tfrac12[(\mathbf a+\mathbf b)+(\mathbf a-\mathbf b)]\) is still a lattice translation. It centres the conventional cell, and the primitive volume remains \(V\). The doubling is a choice of description, not a loss of symmetry.

**The three stabilizers**

Put the B ion at the origin, oxygen at the midpoints of the cube edges and the A ion at the cube centre. A point operation of the cubic lattice must send the three edge vectors to mutually perpendicular shortest lattice vectors. It therefore permutes \(x,y,z\) and may change their signs. There are \(3!\times2^3=48\) such signed permutations, and all of them preserve the three kinds of site.

I assume that polarization is the only primary order parameter: once \(\mathbf P\) is given, all other displacements and the strain follow from it uniquely. Then \(gS(\mathbf P)=S(g\mathbf P)\), so an operation preserves the structure precisely when it preserves \(\mathbf P\). We need only count signed permutations that fix a vector.

- **Tetragonal, \(\mathbf P\parallel(0,0,1)\).** The \(z\) component must keep its place and sign. The other two may be exchanged or not, with any signs: \(2\times2^2=8\) operations, forming \(4mm\).
- **Orthorhombic, \(\mathbf P\parallel(1,1,0)\).** The first two components may be exchanged but must keep their signs, while \(z\) may change sign: \(2\times2=4\) operations, forming \(mm2\).
- **Rhombohedral, \(\mathbf P\parallel(1,1,1)\).** Any permutation is allowed and no sign change: \(3!=6\) operations, forming \(3m\).

With \(m=1\),

\[
n_T=\frac{48}{8}=6,\qquad n_O=\frac{48}{4}=12,\qquad n_R=\frac{48}{6}=8 .
\]

Listing the vectors confirms this. There are \(3\times2=6\) directions \(\langle100\rangle\). A face diagonal has three choices for the zero component and four sign pairs, giving 12. A body diagonal has \(2^3=8\) sign choices.

The counting can also be done on atoms instead of arrows. I displaced the atoms in a \(2\times2\times2\) supercell, applied all 48 point operations combined with the eight translations, and counted the distinct structures. The results were 6, 12 and 8, with all eight translations preserved in each case.

**What your first calculation counted**

Strain is a symmetric tensor of rank two. Inversion reverses \(\mathbf P\) but leaves strain unchanged, so \(\mathbf P\) and \(-\mathbf P\) have the same strain. For the three phases it has the forms

\[
\begin{pmatrix}A&0&0\\0&A&0\\0&0&B\end{pmatrix},\quad
\begin{pmatrix}A&D&0\\D&A&0\\0&0&B\end{pmatrix},\quad
\begin{pmatrix}A&D&D\\D&A&D\\D&D&A\end{pmatrix}.
\]

With \(A\ne B\) and \(D\ne0\), the first has three choices of unique axis. The second has three choices of axis and two signs of \(D\), giving six. In the third, sign changes of the axes multiply the off-diagonal elements by \(s_is_j\), with \(s_i=\pm1\). The eight sign sets fall into pairs \(\pm(s_1,s_2,s_3)\) with equal products, leaving four. So your 3, 6 and 4 are the numbers of ferroelastic states. Each contains two opposite polarizations. If you double the orthorhombic 6 you do obtain 12, but the factor comes from lost inversion, not from the larger conventional cell.

Scalar products classify the pairs of states. Seen from one state, the others lie at these angles:

- tetragonal: four at 90° and one at 180°;
- orthorhombic: four at 60°, two at 90°, four at 120° and one at 180°;
- rhombohedral: three at 70.5°, three at 109.5° and one at 180°.

In each phase the 180° pair differs in polarization but not in strain.

**When the numbers change**

If the polarization leaves the symmetry directions, fewer operations fix it. For \((u,u,v)\), with \(u\) and \(v\) nonzero and of different magnitude, the identity and the exchange of \(x\) and \(y\) remain, so \(n=48/2=24\). For \((u,v,0)\), with the same restriction, the identity and \(z\to-z\) remain, again giving 24. Three nonzero components of different magnitudes leave the identity alone and give 48.

A second order parameter can also add states. Take a rhombohedral polarization together with oxygen octahedra rotated about the same body diagonal, in opposite senses in neighbouring cells. A translation by one cube edge reverses the rotation pattern, so half the translations are lost and \(m=2\). The point group still has six elements. The threefold rotations preserve the pattern. The mirrors containing the axis reverse the sense of rotation, but a mirror followed by a one-edge translation restores it. Hence

\[
n=\frac{48}{6}\times2=16 .
\]

These are eight polarizations with two tilt patterns each. The atomic enumeration also gives 16.

**Does an energy function give the same states?**

Symmetry says how many equivalent states accompany a given one. It does not say which direction is favoured. For that, use a Landau model with \(\mathbf p=\mathbf P/P_0\), \(x_i=p_i^2\), and energy density in units of \(U_0\):

\[
f=-2s+s^2+a\,q+b\,r,
\]
\[
s=x_1+x_2+x_3,\quad q=x_1x_2+x_2x_3+x_3x_1,\quad r=x_1x_2x_3 .
\]

First set \(b=0\). At fixed \(s\), the identity \(q=\tfrac12(s^2-\sum x_i^2)\) shows that \(q\) runs from 0, when one \(x_i\) carries all of \(s\), to \(s^2/3\), when all three are equal. For \(a>0\) the lowest energy has \(q=0\) and \(\mathbf p\parallel\langle100\rangle\). For \(-3<a<0\) it has \(q=s^2/3\) and \(\mathbf p\parallel\langle111\rangle\). The lower limit on \(a\) keeps the quartic part positive. In this polynomial, therefore, an orthorhombic ground state needs the sixth-order term (at \(a=0\), \(b=0\) all directions are degenerate).

Along a symmetry direction with \(r=0\) or \(b=0\), the energy is \(f=-2s+Ks^2\). Setting \(-2+2Ks=0\) gives

\[
s=\frac1K,\qquad f=-\frac1K,\qquad
K_T=1,\quad K_O=1+\frac a4,\quad K_R=1+\frac a3 .
\]

For the orthorhombic example take \(a=-0.6\), \(b=6\). To show that the face diagonals win, order the variables as \(x_1\ge x_2\ge x_3\ge0\). Then

\[
(x_1-x_2)\,[x_1(x_1-x_3)-x_2(x_2-x_3)]+x_3(x_1-x_3)(x_2-x_3)\ge0,
\]

because every factor is non-negative. Multiplied out, the left side is \(s^3-4sq+9r\). Thus \(q-s^2/4\le9r/(4s)\), and

\[
aq+br\ge-0.15s^2+\left(6-\frac{1.35}{s}\right)r .
\]

For \(s>0.225\) the bracket is positive, so \(f\ge-2s+0.85s^2\ge-1/0.85\approx-1.18\). Equality requires \(r=0\), hence \(x_3=0\), and then \((x_1-x_2)(x_1^2-x_2^2)=0\), hence \(x_1=x_2\). For \(s\le0.225\), \(f\ge-2s\ge-0.45\), which is higher. The lowest states are the twelve face diagonals.

Numerical descent from 200 starting directions, which uses no list of symmetry operations, found 6, 12 and 8 lowest minima for the three parameter sets below.

**A worked example with poling**

Take \(P_0=25\) μC/cm², \(U_0=3\) J/cm³ and \(T=300\) K. The product of 1 μC/cm² and 1 MV/cm is 1 J/cm³. Temperature and \(U_0\) are held fixed while \(a\) and \(b\) select the phase. From \(P=P_0/\sqrt K\) and depth \(U_0/K\):

| Phase | \(a,\ b\) | \(P\) (μC/cm²) | Depth (J/cm³) |
|---|---|---|---|
| T | 1, 0 | 25.0 | 3.00 |
| O | −0.6, 6 | 27.1 | 3.53 |
| R | −0.6, 0 | 28.0 | 3.75 |

For instance, the rhombohedral value is \(25/\sqrt{0.8}=28.0\) μC/cm².

A field adds \(-\mathbf E\cdot\mathbf P\). To first order it favours the states with the largest projection on the field. At 0.01 MV/cm, minimization with the field included leaves these numbers of lowest states:

| Field | T | O | R |
|---|---|---|---|
| [001] | 1 | 4 | 4 |
| [110] | 2 | 1 | 2 |
| [111] | 3 | 3 | 1 |

If the selected states survive removal of the field, the remanent polarization along it is the projection of one of them. For a field along [001] this is 25.0 μC/cm² in the tetragonal phase, \(27.12/\sqrt2=19.2\) in the orthorhombic and \(27.95/\sqrt3=16.1\) in the rhombohedral. The rhombohedral crystal has the largest polarization of the three and the smallest remanence along this axis. Its four selected states have equal projections on [001], so their proportions do not affect that component.

The count says which states are lowest, not that the crystal reaches them. The poling energy \(EP_0\) is 0.25 J/cm³. Uniform rotation between neighbouring tetragonal states passes over a saddle along \(\langle110\rangle\), where \(f=-1/1.25=-0.8\). The barrier is \(3(1-0.8)=0.600\) J/cm³. The rhombohedral saddle also lies along \(\langle110\rangle\), with barrier \(3(1/0.8-1/0.85)=0.221\) J/cm³. For the orthorhombic phase the numerical saddle search gives 0.365 J/cm³. Moving a domain wall does not require the whole volume to rotate at once, so these barriers do not predict a coercive field.

**Thermal stability**

A state is useful as a label if it persists. For a uniformly rotating tetragonal block of edge 10 nm,

\[
\frac{0.600\times10^6\ \mathrm{J/m^3}\times(10^{-8}\ \mathrm m)^3}{k_BT}\approx145 .
\]

The orthorhombic and rhombohedral blocks give 88 and 53. For a single cell of edge 0.4 nm all three ratios are below 0.01. In this model one cell cannot hold its orientation by this barrier alone; the label belongs to a region whose cells are coupled. The estimate omits surface and wall energies.

**Surfaces and stress**

The equal energies assume that surface charge is compensated. In an unscreened, uniformly polarized plate with normal [001] and a rough background permittivity of 10, a normal polarization \(P_0\) produces a field of magnitude

\[
\frac{P_0}{\varepsilon_0\varepsilon_b}=28.2\ \mathrm{MV/cm},\qquad
\frac{P_0^2}{2\varepsilon_0\varepsilon_b}=353\ \mathrm{J/cm^3}.
\]

The energy is over a hundred times the tetragonal well depth of 3 J/cm³. It forces \(p_z=0\) in the model and leaves four states for each parameter set. With the rhombohedral parameters, those four lie along in-plane face diagonals, so the phase itself has changed. Compensating charge can reduce this penalty. A pattern of opposite domains lowers it too. For stripes as wide as the plate is thick, about 46 % of the energy remains if the permittivity is 10 in all directions, and about 5 % if the permittivity across the polarization is near 1200, as the curvature of the tetragonal well implies. Bringing the energy below the well depth takes stripes narrower than the plate is thick, by a factor of about sixty in the first case and six in the second, before wall energy is added.

Stress acts differently because it couples to \(p_i^2\). Suppose the spontaneous strain along the polarization exceeds the transverse strain by 1 % at \(P_0\), and apply 100 MPa of tension along [001]. The energy difference between axes is \(100\ \mathrm{MPa}\times0.01=1.00\) J/cm³. I represent it by adding \(-\tfrac13p_z^2\) to \(f\), dropping the part that depends on \(p^2\) alone. Tension along a cube edge does no work on the shear strains, so they add no term. The lowest states then number 2, 8 and 8. In the tetragonal case these are the two polarizations along ±[001]. In the orthorhombic case, the four states with \(p_z=0\) are no longer among the lowest, although they remain local minima. At this stress all eight rhombohedral states remain degenerate, although their polarizations tilt towards the tension axis; in the model, a tension of 300 MPa would leave only two states, along ±[001]. Tension cannot separate \(\mathbf P\) from \(-\mathbf P\).

**How this compares with a real perovskite**

Barium titanate is the natural comparison. On cooling it passes from the cubic phase through tetragonal, orthorhombic and rhombohedral phases, so all three counts apply to one material, at different temperatures. Its room-temperature polarization is roughly 25 μC/cm² and its tetragonal strain roughly 1 %, close to the values used here. The model holds 300 K for all three phases, which the material does not, and its coefficients are not a fit. Its rotation barriers and thermal ratios should not be carried over to barium titanate: near room temperature the orthorhombic phase lies close in energy, and the barrier between tetragonal states can be a few times lower than the value found here. The poling field is 1 % of the assumed breakdown field of 1 MV/cm; that figure suits good thin films, and bulk ceramics break down at lower fields. The unscreened field is 28 times the assumed breakdown field, so it marks a failure of the uncompensated single-domain picture, not an attainable operating condition. Any tension along [001], however small, breaks the equality of the tetragonal states and reduces the number of lowest ones from six to two. The 100 MPa chosen above is large for a bulk ceramic, which may crack under it.

So the counts 6, 12 and 8 are properties of the symmetry change. Fields, stress and surfaces decide how many of those states remain equally low in energy. The numerical output below lists the remaining projections and the thermal ratios for single cells.

## Numbers as computed

```
Parent point operations: 48
tetragonal: kept operations 8, domain states 6, strain states 3
  angles from one state to the others: 90.0 deg x4, 180.0 deg x1
orthorhombic: kept operations 4, domain states 12, strain states 6
  angles from one state to the others: 60.0 deg x4, 90.0 deg x2, 120.0 deg x4, 180.0 deg x1
rhombohedral: kept operations 6, domain states 8, strain states 4
  angles from one state to the others: 70.5 deg x3, 109.5 deg x3, 180.0 deg x1
Polarization along (u,u,v): domain states 24
Polarization along (u,v,0): domain states 24
Polarization along (u,v,w): domain states 48
Rhombohedral with antiphase tilt: domain states 16, cell multiplication 2
Inputs: P0 = 25 uC/cm2, U0 = 3 J/cm3, T = 300 K
Inputs: cell edge 0.4 nm, block edge 10 nm
Inputs: poling field 0.01 MV/cm, rough breakdown 1.0 MV/cm
Inputs: background permittivity 10 (relative)
Inputs: tension 100 MPa, strain anisotropy 1 %
tetragonal: a = 1.0, b = 0.0, energy minima 6, P = 25.00 uC/cm2, depth 3.00 J/cm3
  states after poling: [001] 1, [110] 2, [111] 3
  ideal remanence along field (uC/cm2): [001] 25.00, [110] 17.68, [111] 14.43
  states left: unscreened (001) plate 4, tension along [001] 2
  rotation barrier 0.600 J/cm3: 0.0093 kT per cell, 145 kT per block
orthorhombic: a = -0.6, b = 6.0, energy minima 12, P = 27.12 uC/cm2, depth 3.53 J/cm3
  states after poling: [001] 4, [110] 1, [111] 3
  ideal remanence along field (uC/cm2): [001] 19.17, [110] 27.12, [111] 22.14
  states left: unscreened (001) plate 4, tension along [001] 8
  rotation barrier 0.365 J/cm3: 0.0056 kT per cell, 88 kT per block
rhombohedral: a = -0.6, b = 0.0, energy minima 8, P = 27.95 uC/cm2, depth 3.75 J/cm3
  states after poling: [001] 4, [110] 2, [111] 1
  ideal remanence along field (uC/cm2): [001] 16.14, [110] 22.82, [111] 27.95
  states left: unscreened (001) plate 4, tension along [001] 8
  rotation barrier 0.221 J/cm3: 0.0034 kT per cell, 53 kT per block
Unscreened plate at P0: field 28.2 MV/cm, energy 353 J/cm3
Stress energy at P0: 1.00 J/cm3
Poling energy at P0: 0.25 J/cm3
Poling field / breakdown field: 0.01
Unscreened field / breakdown field: 28.2
```
